\section*{How a zero-current Büttiker probe turns coherent filament transport sequential}

\section{A peak that falls while its area stays}

A single atom sits in the gap of a model filament. Without dephasing, its transmission at the level energy is 0.75. Dephasing with an energy width of 0.02 eV lowers this peak to 0.50, yet the transmission integrated over energy is 0.0471 eV in both cases. The current at 0.2 V falls by 7.5\%, much less than the peak.

Two statements have to be kept apart. \emph{Current conservation} means that the electrons entering from the left stump leave into the right one; a zero-current probe ensures this at every bias. \emph{Preservation of the value of the current} is a stronger property. For one level it holds when the bias window covers the whole broadened level; otherwise dephasing generally changes the current.

\section{Model and conventions}

The neck of the filament has one level of energy $\varepsilon$, coupled to the left stump $L$, the right stump $R$ and a probe $\phi$. The probe is a fictitious reservoir: it absorbs electrons and returns them with no memory of their phase. Electrons are independent, the state is steady, and two equivalent spins conduct. The chemical potentials are $\mu_L=+eV/2$ and $\mu_R=-eV/2$. With $e>0$, $I$ is $e$ times the electron flow from $L$ to $R$.

Each reservoir $\alpha$ is represented by a chain of sites $n=1,2,\dots$ with hopping $-J$, joined to the level by hopping $-v_\alpha$. On a chain $E=-2J\cos q$ with $0<q<\pi$. The velocity $(1/\hbar)\,dE/dq$ is positive (lattice spacing 1), so $e^{iqn}$ travels away from the level.

\section{Three-terminal transmission}

Send a wave in through chain $\beta$. On chain $\alpha$,
\begin{equation}
\psi^\alpha_n=\delta_{\alpha\beta}e^{-iqn}+s_{\alpha\beta}e^{iqn}.
\end{equation}
Let $c$ be the amplitude on the level. At the first chain site $E\psi_1^\alpha=-J\psi_2^\alpha-v_\alpha c$. The same plane waves continued to $n=0$ satisfy $E\psi_1^\alpha=-J\psi_2^\alpha-J(\delta_{\alpha\beta}+s_{\alpha\beta})$. Comparing the two,
\begin{equation}
s_{\alpha\beta}=\frac{v_\alpha c}{J}-\delta_{\alpha\beta},\qquad
\psi_1^\alpha=\frac{v_\alpha c}{J}e^{iq}-2i\sin q\,\delta_{\alpha\beta}.
\end{equation}
The equation on the level is $(E-\varepsilon)c=-\sum_\alpha v_\alpha\psi_1^\alpha$. Inserting $\psi_1^\alpha$ gives
\begin{equation}
\Big(E-\varepsilon+\sum_\alpha\frac{v_\alpha^2}{J}e^{iq}\Big)c=2iv_\beta\sin q .
\end{equation}
Now take the wide-band limit: $J\to\infty$ with $\Gamma_\alpha=2v_\alpha^2/J$ fixed. Then $q\to\pi/2$, $e^{iq}\to i$ and $\sin q\to1$. Define
\begin{equation}
\gamma=\Gamma_L+\Gamma_R,\qquad \Gamma=\gamma+\Gamma_\phi,\qquad
D=(E-\varepsilon)^2+\Gamma^2/4 .
\end{equation}
Since $v_\alpha v_\beta/J=\sqrt{\Gamma_\alpha\Gamma_\beta}/2$,
\begin{equation}
s_{\alpha\beta}=-\delta_{\alpha\beta}+\frac{i\sqrt{\Gamma_\alpha\Gamma_\beta}}{E-\varepsilon+i\Gamma/2}.
\end{equation}
All chains have the same velocity, so $|s_{\alpha\beta}|^2$ is a ratio of fluxes. For $\alpha\neq\beta$ the probability of going from $\beta$ to $\alpha$ is
\begin{equation}
T_{\alpha\beta}=\frac{\Gamma_\alpha\Gamma_\beta}{D}. \label{T}
\end{equation}
The reflection probability is
\begin{equation}
R_\beta=\frac{(E-\varepsilon)^2+(\Gamma/2-\Gamma_\beta)^2}{D}
=1-\frac{\Gamma_\beta(\Gamma-\Gamma_\beta)}{D},
\end{equation}
which equals $1-\sum_{\alpha\ne\beta}T_{\alpha\beta}$: no electron is lost.

\section{Removing the probe}

A chain carries $dE/h$ electrons per unit time and spin in the interval $dE$ when its states are full, because the velocity cancels against the density of states. With occupations $f_\alpha$, the net flow from the probe vanishes at energy $E$ if
\begin{equation}
T_{L\phi}(f_\phi-f_L)+T_{R\phi}(f_\phi-f_R)=0 .
\end{equation}
The common factor $\Gamma_\phi/D$ cancels, leaving
\begin{equation}
f_\phi=\frac{\Gamma_Lf_L+\Gamma_Rf_R}{\gamma}. \label{fphi}
\end{equation}
Hence $f_L-f_\phi=\Gamma_R(f_L-f_R)/\gamma$ and $f_\phi-f_R=\Gamma_L(f_L-f_R)/\gamma$. The flow out of $L$ is governed by
\begin{align}
T_{RL}(f_L-f_R)+T_{\phi L}(f_L-f_\phi)
&=\frac{\Gamma_L\Gamma_R}{D}\Big(1+\frac{\Gamma_\phi}{\gamma}\Big)(f_L-f_R).
\end{align}
The flow into $R$, $T_{RL}(f_L-f_R)+T_{R\phi}(f_\phi-f_R)$, gives the same expression. Current is therefore conserved, energy by energy. As $1+\Gamma_\phi/\gamma=\Gamma/\gamma$,
\begin{equation}
T_{\rm eff}(E)=\frac{\Gamma_L\Gamma_R}{\gamma}\,
\frac{\Gamma}{(E-\varepsilon)^2+\Gamma^2/4}. \label{Teff}
\end{equation}

\section{What is sequential about it}

The same result follows by counting visits to the probe. An electron from $L$ reaches $R$ directly with probability $T_{RL}$. It can also enter the probe, with probability $T_{\phi L}$, be returned to it $m$ times, and finally leave for $R$; all other electrons go back to $L$. Hence
\begin{equation}
T_{\rm eff}=T_{RL}+T_{\phi L}\Big(\sum_{m=0}^\infty R_\phi^m\Big)T_{R\phi}
=T_{RL}+\frac{T_{\phi L}T_{R\phi}}{T_{L\phi}+T_{R\phi}} .
\end{equation}
The geometric sum used $1-R_\phi=T_{L\phi}+T_{R\phi}$. Probabilities are added here, not amplitudes, because each visit erases the phase. The last term equals $(\Gamma_L\Gamma_\phi/D)(\Gamma_R/\gamma)$: entry into the probe, times the chance $\Gamma_R/\gamma$ of eventually leaving to the right. Dividing by (\ref{Teff}),
\begin{equation}
\frac{T_{RL}}{T_{\rm eff}}=\frac{\gamma}{\Gamma},\qquad
\frac{T_{\rm eff}-T_{RL}}{T_{\rm eff}}=\frac{\Gamma_\phi}{\Gamma}.
\end{equation}
These coherent and sequential shares do not depend on energy. Transport is mainly coherent for $\Gamma_\phi\ll\gamma$ and mainly sequential for $\Gamma_\phi\gg\gamma$.

\section{When the value of the current is preserved}

Introduce the broadened density of the level,
\begin{equation}
\rho(E)=\frac{1}{2\pi}\frac{\Gamma}{(E-\varepsilon)^2+\Gamma^2/4}.
\end{equation}
With $E-\varepsilon=(\Gamma/2)\tan\theta$ one has $\rho\,dE=d\theta/\pi$ for $-\pi/2<\theta<\pi/2$, so $\int\rho\,dE=1$. Since $T_{\rm eff}=2\pi(\Gamma_L\Gamma_R/\gamma)\rho$,
\begin{equation}
\int_{-\infty}^{\infty}T_{\rm eff}\,dE=2\pi\frac{\Gamma_L\Gamma_R}{\gamma}, \label{sum}
\end{equation}
independent of $\Gamma_\phi$. Using $h=2\pi\hbar$, the current is
\begin{equation}
I=\frac{2e}{h}\int T_{\rm eff}(f_L-f_R)\,dE
=\frac{2e}{\hbar}\frac{\Gamma_L\Gamma_R}{\gamma}\int\rho\,(f_L-f_R)\,dE. \label{I}
\end{equation}
Dephasing enters through the width of $\rho$ alone. When $f_L-f_R=1$ over the whole of $\rho$, the current is $I_\infty=(2e/\hbar)\Gamma_L\Gamma_R/\gamma$ for every $\Gamma_\phi$.

\textbf{Comparison with a rate equation.} With the probe absent and no incoming wave, the level equation has its solution at $E=\varepsilon-i\gamma/2$, so the occupation decays as $e^{-\gamma t/\hbar}$ and $\Gamma_\alpha/\hbar$ is the escape rate to stump $\alpha$. For one spin, the probability $p$ that the level is filled obeys
\begin{align}
\hbar\dot p&=(\Gamma_Lf_L+\Gamma_Rf_R)(1-p)-[\Gamma_L(1-f_L)+\Gamma_R(1-f_R)]p\nonumber\\
&=\Gamma_Lf_L+\Gamma_Rf_R-\gamma p .
\end{align}
The steady $p$ equals the right side of (\ref{fphi}), with the occupations taken at $\varepsilon$. The flow into $R$ is $(\Gamma_R/\hbar)[p(1-f_R)-(1-p)f_R]=(\Gamma_R/\hbar)(p-f_R)$. For two spins this gives
\begin{equation}
I_{\rm rate}=\frac{2e}{\hbar}\frac{\Gamma_L\Gamma_R}{\gamma}\,[f_L(\varepsilon)-f_R(\varepsilon)].
\end{equation}
Equation (\ref{I}) reduces to this when $f_L-f_R$ hardly varies across $\rho$. That can happen even at $\Gamma_\phi=0$. Agreement of a mean current with a rate equation is therefore no proof of dephasing.

\textbf{Approach to the preserved value.} Suppose $eV/2$ is much larger than $\Gamma$, $|\varepsilon|$ and the thermal energy. The window then misses two tails of $\rho$, each of area $\int_{eV/2}^\infty \Gamma/(2\pi x^2)\,dx=\Gamma/(\pi eV)$, so
\begin{equation}
I\simeq I_\infty\Big(1-\frac{2\Gamma}{\pi eV}\Big). \label{tail}
\end{equation}
To this order, dephasing lowers the current by the fraction $2\Gamma_\phi/(\pi eV)$.

\section{Where dephasing helps transmission}

Write $x=E-\varepsilon$. Dephasing raises the transmission at $x$ if
\begin{equation}
\frac{\Gamma}{x^2+\Gamma^2/4}>\frac{\gamma}{x^2+\gamma^2/4}.
\end{equation}
Multiplying out, $(\Gamma-\gamma)x^2>\gamma\Gamma(\Gamma-\gamma)/4$, hence
\begin{equation}
|E-\varepsilon|>\tfrac12\sqrt{\gamma\Gamma}.
\end{equation}
Nearer to the level, dephasing lowers the transmission. The area lost in the centre reappears in the tails, as (\ref{sum}) requires.

\section{Elastic probe and voltage probe}

So far the probe current vanished at each energy. A voltage probe has a Fermi distribution, here at the temperature of the stumps, and only its net current vanishes:
\begin{equation}
\int\frac{\Gamma_Lf_L+\Gamma_Rf_R-\gamma f_\phi}{D}\,dE=0 .
\end{equation}
The current from $L$ contains $f_\phi$ only through $\int f_\phi/D\,dE$, which this condition fixes to its elastic value. The net current is thus the same for both probes. The argument needs $T_{L\phi}/T_{R\phi}$ to be independent of energy, as it is for one level in the wide-band limit.

The probes differ in heat. The integrand above need not vanish at each energy, so the voltage probe takes up
\begin{equation}
Q=\frac{2}{h}\int E\,\frac{\Gamma_\phi}{D}\,(\Gamma_Lf_L+\Gamma_Rf_R-\gamma f_\phi)\,dE .
\end{equation}
Measuring $E$ from the probe potential would change nothing, since the net particle flow is zero. For the elastic probe $Q=0$.

\section{Two states of a copper filament}

Consider a copper filament in a conductive-bridge memory cell, read at 0.2 V and 300 K. All parameters are round model values. Both states have $\Gamma_\phi=0.02$ eV, so $\hbar/\Gamma_\phi=33$ fs, of the order of the scattering time in bulk copper at room temperature (the Drude value is about 24 fs); carrying a bulk time over to a single neck or gap atom is an assumption of the model.

\textbf{Contact.} One atom bridges the stumps, with $\Gamma_L=0.8$, $\Gamma_R=0.4$ and $\varepsilon=0.2$ eV. Then $\gamma=1.2$ eV and $\Gamma=1.22$ eV, and the coherent share is $1.2/1.22=0.984$. If the Fermi steps are taken as sharp, (\ref{I}) integrates to
\begin{equation}
I\simeq\frac{I_\infty}{\pi}\Big[\arctan\frac{0.1-0.2}{0.61}-\arctan\frac{-0.1-0.2}{0.61}\Big].
\end{equation}
Here $I_\infty=77.48\times2\pi\times0.2667=129.8\ \mu$A, where $2e^2/h=77.48\ \mu$A/V. The bracket is $-0.1625+0.4571=0.2946$, so $I\simeq12.2\ \mu$A. The thermal integral gives $12.1\ \mu$A, or 16.5 k$\Omega$. Dephasing lowers the current by 1.3\%. The sign follows from the crossing at $|E-\varepsilon|=0.605$ eV: the bias window lies within 0.3 eV of the level.

\textbf{Gap.} One atom sits in a 0.8 nm gap, with $\Gamma_L=0.03$, $\Gamma_R=0.01$ and $\varepsilon=0.02$ eV. Now $\gamma=0.04$ eV and $\Gamma=0.06$ eV. The same $\Gamma_\phi$ makes one third of the transport sequential. The current falls from 2.94 to $2.72\ \mu$A, and the resistance becomes 74 k$\Omega$. The crossing lies only 0.0245 eV from the level, so the window collects both the lost centre and part of the raised tails.

Integrating the wave-matching solution numerically for the gap gives 0.04712 eV at $\Gamma_\phi=0$, 0.02 and 0.2 eV, in agreement with $2\pi\times0.0075$ eV. The ratio of the currents with and without dephasing is 0.878 at 0.05 V, 0.925 at 0.2 V and 0.987 at 1 V. Equation (\ref{tail}) predicts $1-2(0.02)/\pi=0.987$ for the last. At a fixed 0.2 V, raising $\Gamma_\phi$ to 0.2 eV reduces the coherent share to 0.17 and the current to $1.51\ \mu$A: much of $\rho$ has then spread beyond the window.

A voltage probe would take up 19 nW in the contact and 35 nW in the gap, which is 0.8\% and 6.4\% of $IV$. The remaining power is released in the stumps.

\section{Two levels: the preserved area is lost}

Put two levels at zero energy in series, joined by hopping $-\lambda$. The first couples to $L$ and the probe, the second to $R$. Let $w_1=\Gamma_L+\Gamma_\phi$, $w_2=\Gamma_R$ and $z_j=E+iw_j/2$. The matching of the third section gives, for a wave from $\beta=L$ or $\phi$,
\begin{equation}
z_1c_1+\lambda c_2=2iv_\beta,\qquad z_2c_2+\lambda c_1=0 .
\end{equation}
For small $\lambda$, $c_2\simeq-2iv_\beta\lambda/(z_1z_2)$ and $T_{R\beta}\simeq\Gamma_R\Gamma_\beta\lambda^2/|z_1z_2|^2$. The probe exchanges electrons with $L$ at zeroth order in $\lambda$ but with $R$ only at order $\lambda^2$. To leading order, then, its exchange with $R$ can be ignored in the probe balance, and $f_\phi\simeq f_L$. Adding the flows from $L$ and $\phi$ into $R$,
\begin{equation}
T_{\rm eff}\simeq\frac{\lambda^2w_1w_2}{|z_1|^2|z_2|^2}=(2\pi)^2\lambda^2\rho_1\rho_2,
\end{equation}
where $\rho_j$ is a normalized Lorentzian of width $w_j$. The overlap $\int\rho_1\rho_2\,dE$ is the convolution of the two at zero shift. Convolved Lorentzians add their widths, so the overlap is $2/[\pi(w_1+w_2)]$ and
\begin{equation}
\int T_{\rm eff}\,dE\simeq\frac{8\pi\lambda^2}{\Gamma_L+\Gamma_R+\Gamma_\phi}.
\end{equation}
Dephasing widens $\rho_1$, which reduces its overlap with $\rho_2$ for these aligned levels, and the area falls. With the gap widths and $\lambda=0.01$ eV the full calculation gives 0.0269 eV without and 0.0203 eV with the elastic probe, a ratio of 0.75. The weak-link formula gives $0.04/0.06=0.67$; it is only a guide here, and it overestimates both areas more than twofold, because $4\lambda^2$ is not small compared with $w_1w_2$.

\section{The model beside a real cell}

The contact conducts $12.1/(0.2\times77.48)=0.78$ of $2e^2/h$, in the range expected of a one-atom metal contact. The gap resistance of 74 k$\Omega$ is low for an off state, which is often a megaohm or more; it describes a nearly closed filament. Among the neglected effects estimated here, the interaction between electrons is the largest. With a round charging energy of 2 eV, the gap atom very rarely holds two electrons at this bias. At large bias it then fills at rate $2\Gamma_L/\hbar$ when empty and empties at rate $\Gamma_R/\hbar$, which multiplies $I_\infty$ by $(\Gamma_L+\Gamma_R)/(2\Gamma_L+\Gamma_R)=0.57$, or by 0.80 for reversed flow. This outweighs the 7.5\% due to dephasing, so the gap current is an independent-electron reference. In the contact, a mean-field charging shift of 18 meV lowers the current by 1.7\% at the chosen polarity; with the bias reversed the shift is $-14$ meV and raises the current by 1.3\%. Either is comparable to the effect of dephasing. This estimate gives only an order of size: the charging energy times $\rho$ at the Fermi level is 0.94, just below the value 1 at which the mean-field solution becomes spin-polarized. For the gap, the bias-induced level shift changes the current by $-1.9$\% at the chosen polarity (with the bias reversed, the shift changes sign and raises the current), and operation at 358 K, with $\Gamma_\phi$ scaled in proportion to temperature, by $-5.0$\%. Direct tunnelling past the atom, about $10^{-5}$ for a 2 eV barrier, is negligible against the mean transmission of 0.18. Both this value and the level shift assume the free-electron mass in the barrier. With a mass of $0.4\,m_e$ the shift changes the current by $-3.4$\%, and the direct path, now $6.5\times10^{-4}$, changes it by about 1\% once its interference with the resonant path is included; for still lighter masses it is no longer negligible. The field at 0.2 V is 2.5 MV/cm. At 1 V it would be 12.5 MV/cm, around or above the rough breakdown field of a good thin oxide, so that point illustrates the formula and is not an operating condition. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
bias 0.2 V, temperature 300 K, kT 25.85 meV
probe width 0.02 eV, lifetime 32.9 fs
2e^2/h = 77.481 uA/V
contact: eps 0.2 eV, gL 0.8 eV, gR 0.4 eV
 total width 1.220 eV, gL*gR/(gL+gR) 0.26667 eV
 coherent share 0.9836, sequential 0.0164
 T at level: no probe 0.8889, probe 0.8743
 T at E=0: no probe 0.8000, probe 0.7895
 crossing offset |E-eps| 0.6050 eV
 current: no probe 12.2941 uA, probe 12.1332 uA
 change by dephasing -1.31 %
 resistance with probe 16.48 kOhm
 voltage probe: mu 37.20 meV, heat 19.432 nW
 probe heat / total power 0.80 %
 integral of T (scattering), gp=0, 0.02, 0.2 eV: 1.67554, 1.67554, 1.67554 eV
 current change at 358 K -0.39 %
gap: eps 0.02 eV, gL 0.03 eV, gR 0.01 eV
 total width 0.060 eV, gL*gR/(gL+gR) 0.00750 eV
 coherent share 0.6667, sequential 0.3333
 T at level: no probe 0.7500, probe 0.5000
 T at E=0: no probe 0.3750, probe 0.3462
 crossing offset |E-eps| 0.0245 eV
 current: no probe 2.9397 uA, probe 2.7180 uA
 change by dephasing -7.54 %
 resistance with probe 73.58 kOhm
 voltage probe: mu 48.16 meV, heat 34.860 nW
 probe heat / total power 6.41 %
 integral of T (scattering), gp=0, 0.02, 0.2 eV: 0.04712, 0.04712, 0.04712 eV
 current change at 358 K -5.04 %
gap, sweep of probe width at 0.2 V:
 gp 0.00 eV: coherent share 1.0000, I 2.9397 uA
 gp 0.02 eV: coherent share 0.6667, I 2.7180 uA
 gp 0.10 eV: coherent share 0.2857, I 2.0372 uA
 gp 0.20 eV: coherent share 0.1667, I 1.5062 uA
gap, large-bias current 3.6512 uA
gap, sharp-level rate current at 0.2 V 3.4581 uA
gap, current against bias (no probe, probe, ratio):
 0.05 V, 0.62 MV/cm: 1.0814 uA, 0.9498 uA, 0.8782
 0.20 V, 2.50 MV/cm: 2.9397 uA, 2.7180 uA, 0.9246
 1.00 V, 12.50 MV/cm: 3.5573 uA, 3.5104 uA, 0.9868
two levels, link 0.01 eV, gap widths, both levels at 0 eV:
 integral of T: no probe 0.02693 eV, probe 0.02029 eV, ratio 0.7534
neglected effects:
 contact charging energy 2.0 eV: shift 18.25 meV, current -1.72 %
 contact, lead band 10 eV wide: current 0.19 %
 gap, Coulomb blocking factor L to R 0.5714, R to L 0.8000
 gap 0.8 nm, barrier 2.0 eV: decay 7.245 1/nm
 direct tunnelling factor 9.24e-06, gap mean T 0.1754
 gap level shift with bias 9.48 meV, current -1.92 %
\end{verbatim}
